# Ångström's method: thermal diffusivity of a bar with unknown side losses: verification in Python

```python
"""
Angstrom's method: thermal diffusivity from a periodically heated bar.
Result under test:
    alpha = omega * L**2 / (2 * phi * ln(M/N))
alpha: diffusivity; omega: angular frequency; L: sensor spacing;
M, N: amplitudes at the near and far sensor; phi: phase lag between them.
The side loss rate mu is not needed, provided the loss is linear, uniform
and prompt, and no wave returns from the far end of the bar.
Complex amplitudes use exp(i omega t); the wave is exp(-q x), q = a + i b.
Readings come from a time-domain simulation of a finite bar.
SI units inside the program; engineering units in the output.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann, g as gravity
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

# Rough typical properties of InSb near room temperature
conductivity = 17.0
density = 5780.0
specific_heat = 210.0
conductivity_exponent = 1.3      # k proportional to T**(-exponent)
emissivity = 0.5
ambient = 300.0
heat_capacity = density * specific_heat
alpha_true = conductivity / heat_capacity

# Strip, surrounding air (rough values), and heater
bar_length, width, thickness = 60e-3, 5e-3, 0.5e-3
perimeter_over_area = 2 * (width + thickness) / (width * thickness)
gap, k_gas, alpha_gas, viscosity_gas = 3e-3, 0.026, 22e-6, 16e-6
h_gas = k_gas / gap
h_rad = 4 * emissivity * Stefan_Boltzmann * ambient**3
h_total = h_gas + h_rad
mu_true = h_total * perimeter_over_area / heat_capacity
period = 20.0
omega = 2 * np.pi / period
mean_flux = 3000.0

# Simulation grid; sensors sit at cell centres
dx = 0.25e-3
steps_per_period, periods = 400, 18
dt = period / steps_per_period
sensor_cells = np.array([20, 60, 100])
sensor_x = (sensor_cells + 0.5) * dx
spacing = sensor_x[1] - sensor_x[0]


def simulate(length, loss_factor=1.0, flux=mean_flux, nonlinear=False):
    """Return mean, first and third harmonics at the three sensors."""
    n = round(length / dx)
    temp, previous = np.zeros(n), np.zeros(n)
    k_face = np.full(n - 1, conductivity)
    h_local = np.full(n, h_total * loss_factor)
    matrix = np.zeros((3, n))
    record = []
    total = periods * steps_per_period
    for step in range(total):
        if nonlinear:
            u = 1.5 * temp - 0.5 * previous
            k_cell = conductivity * (1 + u / ambient) ** (
                -conductivity_exponent)
            k_face = 0.5 * (k_cell[1:] + k_cell[:-1])
            h_local = loss_factor * (
                h_gas + emissivity * Stefan_Boltzmann
                * (4 * ambient**3 + 6 * ambient**2 * u
                   + 4 * ambient * u**2 + u**3))
        link = k_face / (heat_capacity * dx**2)
        loss = h_local * perimeter_over_area / heat_capacity
        flow = link * (temp[1:] - temp[:-1])
        rate = -loss * temp
        rate[:-1] += flow
        rate[1:] -= flow
        diagonal = loss.copy()
        diagonal[:-1] += link
        diagonal[1:] += link
        matrix[0, 1:] = -0.5 * dt * link
        matrix[1] = 1 + 0.5 * dt * diagonal
        matrix[2, :-1] = -0.5 * dt * link
        rhs = temp + 0.5 * dt * rate
        if step % steps_per_period < steps_per_period // 2:
            rhs[0] += dt * 2 * flux / (heat_capacity * dx)
        previous = temp
        temp = solve_banded((1, 1), matrix, rhs, check_finite=False)
        if step >= total - steps_per_period:
            record.append(temp[sensor_cells])
    record = np.array(record)
    time = np.arange(1, steps_per_period + 1) * dt

    def harmonic(m):
        return 2 * np.exp(-1j * m * omega * time) @ record / len(time)

    return record.mean(axis=0), harmonic(1), harmonic(3)


def read_wave(near, far, distance):
    """Decay and phase constants from two complex amplitudes."""
    ratio = near / far
    lag = np.angle(ratio) % (2 * np.pi)
    return np.log(abs(ratio)) / distance, lag / distance


def angstrom(near, far, distance, frequency):
    a, b = read_wave(near, far, distance)
    return frequency / (2 * a * b)


def relative(value, reference):
    return value / reference - 1


# Basic measurement on the long strip, linear losses
mean_lin, first, third = simulate(bar_length)
a, b = read_wave(first[0], first[1], spacing)
alpha_found = angstrom(first[0], first[1], spacing, omega)
mu_found = alpha_found * (a**2 - b**2)
root = np.hypot(mu_true, omega)
a_theory = np.sqrt((root + mu_true) / (2 * alpha_true))
b_theory = np.sqrt((root - mu_true) / (2 * alpha_true))
assert abs(relative(a, a_theory)) < 5e-4
assert abs(relative(b, b_theory)) < 5e-4
assert abs(relative(alpha_found, alpha_true)) < 3e-4
assert abs(relative(mu_found, mu_true)) < 5e-3
alpha_amp, alpha_phase = omega / (2 * a**2), omega / (2 * b**2)
assert alpha_amp < 0.95 * alpha_true and alpha_phase > 1.05 * alpha_true

# Another frequency and another loss must give the same diffusivity
alpha_third = angstrom(third[0], third[1], spacing, 3 * omega)
assert abs(relative(alpha_third, alpha_true)) < 5e-4
_, lossy, _ = simulate(bar_length, loss_factor=4.0)
a_lossy, b_lossy = read_wave(lossy[0], lossy[1], spacing)
alpha_lossy = angstrom(lossy[0], lossy[1], spacing, omega)
assert abs(relative(alpha_lossy, alpha_true)) < 5e-4

# Short strip: reflected wave biases two sensors, not three
short_length = 30e-3
_, short, _ = simulate(short_length)
alpha_short_two = angstrom(short[0], short[1], spacing, omega)
q_short = np.arccosh((short[0] + short[2]) / (2 * short[1])) / spacing
alpha_short_three = omega / (2 * q_short.real * q_short.imag)
q_theory = a_theory + 1j * b_theory


def insulated_end_bias(length):
    wave = np.cosh(q_theory * (length - sensor_x[:2]))
    return relative(angstrom(wave[0], wave[1], spacing, omega), alpha_true)


assert abs(relative(alpha_short_two, alpha_true)) > 0.02
assert abs(relative(alpha_short_two, alpha_true)
           - insulated_end_bias(short_length)) < 5e-4
assert abs(relative(alpha_short_three, alpha_true)) < 5e-4

# Thick slab in two dimensions: half-thickness, alpha and omega all 1
biot, cell, nx, ny = 1.0, 0.05, 240, 20


def second_difference(n, first_end, last_end):
    main = np.full(n, -2.0)
    main[0], main[-1] = -1.0 - first_end, -1.0 - last_end
    return diags([np.ones(n - 1), main, np.ones(n - 1)],
                 [-1, 0, 1]) / cell**2


axial = second_difference(nx, 2.0, 0.0)
surface_link = cell / (cell / 2 + 1 / biot)
transverse = second_difference(ny, 0.0, surface_link)
operator = (1j * identity(nx * ny) - kron(axial, identity(ny))
            - kron(identity(nx), transverse)).tocsc()
source = np.zeros((nx, ny), dtype=complex)
source[0] = 2 / cell**2
slab = spsolve(operator, source.ravel()).reshape(nx, ny)
a_slab, b_slab = read_wave(slab[80, -1], slab[120, -1], 40 * cell)
alpha_slab = 1 / (2 * a_slab * b_slab)
mu_slab = alpha_slab * (a_slab**2 - b_slab**2)
beta = brentq(lambda z: z * np.tan(z) - biot, 0.1, 1.5)
assert abs(alpha_slab - 1) < 1e-3
assert abs(relative(mu_slab, beta**2)) < 5e-3


# Air layer that stores heat and carries it along the strip
def gas_loss(kappa_squared, cells=400):
    """Surface flux per kelvin from a numerical solution in the gap."""
    step = gap / cells
    n = cells - 1
    bands = np.zeros((3, n), dtype=complex)
    bands[0, 1:] = bands[2, :-1] = -1
    bands[1] = 2 + kappa_squared * step**2
    rhs = np.zeros(n, dtype=complex)
    rhs[0] = 1
    inside = solve_banded((1, 1), bands, rhs)
    return k_gas * ((1 - inside[0]) / step + kappa_squared * step / 2)


q_squared = q_theory**2
for _ in range(15):
    loss_complex = h_rad + gas_loss(1j * omega / alpha_gas - q_squared)
    q_squared = (1j * omega + perimeter_over_area * loss_complex
                 / heat_capacity) / alpha_true
alpha_with_gas = omega / q_squared.imag
layer = perimeter_over_area * gap / 3
extra_k = layer * k_gas / conductivity
extra_c = layer * (k_gas / alpha_gas) / heat_capacity
gas_formula = (1 + extra_k) / (1 + extra_c) - 1
gas_shift = relative(alpha_with_gas, alpha_true)
assert abs(gas_shift - gas_formula) < 1e-4
rayleigh = (gravity * mean_lin[0] * gap**3
            / (ambient * viscosity_gas * alpha_gas))

# Temperature-dependent conductivity and full radiation law
mean_hot, hot, _ = simulate(bar_length, nonlinear=True)
_, half, _ = simulate(bar_length, flux=mean_flux / 2, nonlinear=True)
alpha_hot = angstrom(hot[0], hot[1], spacing, omega)
alpha_half = angstrom(half[0], half[1], spacing, omega)
alpha_zero_power = 2 * alpha_half - alpha_hot
assert abs(relative(alpha_hot, alpha_found)) > 2e-3
assert abs(relative(alpha_zero_power, alpha_found)) < 5e-4

# Instrument errors
delay = b * spacing / omega
position_error, lag_error = 0.1e-3, 0.05
alpha_position = angstrom(first[0], first[1],
                          spacing + position_error, omega)
position_shift = relative(alpha_position, alpha_found)
assert abs(position_shift - 2 * position_error / spacing) < 5e-4
slow_far = first[1] / (1 + 1j * omega * lag_error)
lag_shift = relative(angstrom(first[0], slow_far, spacing, omega),
                     alpha_found)
assert abs(lag_shift + lag_error / delay) < 1e-3


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


mm2 = 1e6
print("INPUTS (InSb and air values are rough)")
show("conductivity", conductivity, "W/(m K)", 1)
show("density", density, "kg/m3", 0)
show("specific heat", specific_heat, "J/(kg K)", 0)
show("input diffusivity", alpha_true * mm2, "mm2/s", 3)
print(f"strip: {bar_length*1e3:.0f} x {width*1e3:.0f} x "
      f"{thickness*1e3:.1f} mm; ambient {ambient:.0f} K")
print(f"air: gap {gap*1e3:.0f} mm, k {k_gas:.3f} W/(m K), "
      f"alpha {alpha_gas*mm2:.0f} mm2/s")
print(f"emissivity {emissivity:.1f}; k exponent "
      f"{conductivity_exponent:.1f}")
print(f"h gas, radiation, total: {h_gas:.2f}, {h_rad:.2f}, "
      f"{h_total:.2f} W/(m2 K)")
show("input loss rate mu", mu_true, "1/s", 5)
print(f"period {period:.0f} s; omega {omega:.5f} rad/s")
show("mean heater flux", mean_flux, "W/m2", 0)
print(f"sensors at {sensor_x[0]*1e3:.3f}, {sensor_x[1]*1e3:.3f}, "
      f"{sensor_x[2]*1e3:.3f} mm")
print("TWO-SENSOR RESULT")
show("near amplitude M", abs(first[0]), "K")
show("far amplitude N", abs(first[1]), "K")
show("ln(M/N)", a * spacing)
show("phase lag", b * spacing, "rad")
show("time delay", delay, "s")
print(f"a, b: {a/1e3:.5f}, {b/1e3:.5f} 1/mm")
show("Angstrom diffusivity", alpha_found * mm2, "mm2/s", 3)
show("same in cm2/s", alpha_found * 1e4, "cm2/s", 5)
show("amplitude-only diffusivity", alpha_amp * mm2, "mm2/s", 3)
show("phase-only diffusivity", alpha_phase * mm2, "mm2/s", 3)
show("recovered loss rate mu", mu_found, "1/s", 5)
show("third-harmonic diffusivity", alpha_third * mm2, "mm2/s", 3)
print("FOURFOLD LOSS")
show("Angstrom", alpha_lossy * mm2, "mm2/s", 3)
show("amplitude only", omega / (2 * a_lossy**2) * mm2, "mm2/s", 3)
show("phase only", omega / (2 * b_lossy**2) * mm2, "mm2/s", 3)
print("SHORT STRIP AND THICK SLAB")
show("short strip length", short_length * 1e3, "mm", 0)
show("two sensors", alpha_short_two * mm2, "mm2/s", 3)
show("three sensors", alpha_short_three * mm2, "mm2/s", 3)
show("slab Biot number", biot, "", 1)
show("slab found/input diffusivity", alpha_slab)
print(f"slab loss, found and mode value: {mu_slab:.4f}, {beta**2:.4f}")
print("NEGLECTED EFFECTS, SHIFT OF DIFFUSIVITY")
show("far-end reflection, long strip",
     100 * insulated_end_bias(bar_length), "%", 4)
show("air: added axial conduction", 100 * extra_k, "%", 3)
show("air: added heat capacity", 100 * extra_c, "%", 3)
show("air: net shift", 100 * gas_shift, "%", 3)
show("air-gap Rayleigh number", rayleigh, "", 1)
print(f"mean rise at first two sensors: {mean_hot[0]:.2f}, "
      f"{mean_hot[1]:.2f} K")
show("k(T) and radiation, full power",
     100 * relative(alpha_hot, alpha_found), "%", 3)
show("k(T) and radiation, half power",
     100 * relative(alpha_half, alpha_found), "%", 3)
show("zero-power extrapolation", alpha_zero_power * mm2, "mm2/s", 3)
print(f"spacing error {position_error*1e3:.1f} mm: "
      f"{100*position_shift:.2f} %")
print(f"extra far-sensor lag {lag_error:.2f} s: {100*lag_shift:.2f} %")
print("finished without a failed check")
```

Output:

```
INPUTS (InSb and air values are rough)
conductivity: 17.0 W/(m K)
density: 5780 kg/m3
specific heat: 210 J/(kg K)
input diffusivity: 14.006 mm2/s
strip: 60 x 5 x 0.5 mm; ambient 300 K
air: gap 3 mm, k 0.026 W/(m K), alpha 22 mm2/s
emissivity 0.5; k exponent 1.3
h gas, radiation, total: 8.67, 3.06, 11.73 W/(m2 K)
input loss rate mu: 0.04252 1/s
period 20 s; omega 0.31416 rad/s
mean heater flux: 3000 W/m2
sensors at 5.125, 15.125, 25.125 mm
TWO-SENSOR RESULT
near amplitude M: 0.8356 K
far amplitude N: 0.2691 K
ln(M/N): 1.1330
phase lag: 0.9899 rad
time delay: 3.1510 s
a, b: 0.11330, 0.09899 1/mm
Angstrom diffusivity: 14.005 mm2/s
same in cm2/s: 0.14005 cm2/s
amplitude-only diffusivity: 12.236 mm2/s
phase-only diffusivity: 16.030 mm2/s
recovered loss rate mu: 0.04255 1/s
third-harmonic diffusivity: 14.003 mm2/s
FOURFOLD LOSS
Angstrom: 14.007 mm2/s
amplitude only: 8.344 mm2/s
phase only: 23.513 mm2/s
SHORT STRIP AND THICK SLAB
short strip length: 30 mm
two sensors: 13.444 mm2/s
three sensors: 14.006 mm2/s
slab Biot number: 1.0
slab found/input diffusivity: 1.0003
slab loss, found and mode value: 0.7403, 0.7402
NEGLECTED EFFECTS, SHIFT OF DIFFUSIVITY
far-end reflection, long strip: -0.0053 %
air: added axial conduction: 0.673 %
air: added heat capacity: 0.428 %
air: net shift: 0.244 %
air-gap Rayleigh number: 6.1
mean rise at first two sensors: 2.43, 1.40 K
k(T) and radiation, full power: -1.098 %
k(T) and radiation, half power: -0.552 %
zero-power extrapolation: 14.004 mm2/s
spacing error 0.1 mm: 2.01 %
extra far-sensor lag 0.05 s: -1.57 %
finished without a failed check
```
